# Löwdin orthonormalization: the closest semi-unitary matrix and a smooth gauge: test program

```python
# Result under test: for a J x N matrix A of full column rank,
#   U = A (A^dagger A)^(-1/2)
# is the unique semi-unitary matrix closest to A in Frobenius norm, and the
# orbitals W(k) = Psi(k) U(k) are smooth in k where A(k) has full rank and the
# band projector P(k) = Psi Psi^dagger is smooth.
# Psi: Bloch eigenvectors (columns), g: trial orbitals, A = Psi^dagger g,
# S = A^dagger A, sigma: singular values of A, Phi = P g.
# Energies are in units of a hopping t, k in units of 1/(lattice constant).
import numpy as np
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(7)
norm = np.linalg.norm


def dag(x):
    return x.conj().T


def inv_sqrt(s_matrix):
    s, v = np.linalg.eigh(s_matrix)
    return (v / np.sqrt(s)) @ dag(v)


def lowdin(a):
    return a @ inv_sqrt(dag(a) @ a)


def gram_schmidt(x):
    q, r = np.linalg.qr(x)
    d = np.diag(r)
    return q * (d / abs(d))


def random_complex(n, m):
    return rng.normal(size=(n, m)) + 1j * rng.normal(size=(n, m))


# ---------- chain with orbitals a, b, c, d; c is decoupled by symmetry
def chain_h(k):
    h = np.zeros((4, 4), complex)
    h[0, 1] = 0.5 * (1 + np.exp(-1j * k))
    h[0, 3] = 1.0
    h[1, 3] = np.exp(-1j * k)
    return h + dag(h) + np.diag([-2 * np.cos(k), 2 + np.cos(k), 0.0, 6.0])


def chain_dh(k):
    h = np.zeros((4, 4), complex)
    h[0, 1] = -0.5j * np.exp(-1j * k)
    h[1, 3] = -1j * np.exp(-1j * k)
    return h + dag(h) + np.diag([2 * np.sin(k), -np.sin(k), 0.0, 0.0])


g = np.array([[1, 1], [0, 0], [0, 1], [1, 0]]) / np.sqrt(2)


def bands(k, count=3):
    return np.linalg.eigh(chain_h(k))[1][:, :count]


def orbitals(k, count=3):
    psi = bands(k, count)
    return psi @ lowdin(dag(psi) @ g)


def sigma_min(k, count=3):
    return np.linalg.svd(dag(bands(k, count)) @ g, compute_uv=False)[-1]


k0 = 1.0
psi = bands(k0)
A = dag(psi) @ g
S = dag(A) @ A
U = lowdin(A)
left, sigma, right = np.linalg.svd(A, full_matrices=False)
root = inv_sqrt(S)
H = dag(U) @ A
dist2 = norm(A - U) ** 2
assert norm(dag(U) @ U - np.eye(2)) < 1e-12
assert abs(dist2 - np.sum((sigma - 1) ** 2)) < 1e-12

# exact distance identity, lower bound, and distance to the trial orbitals
outside2 = norm(g - psi @ A) ** 2
for _ in range(200):
    V = gram_schmidt(random_complex(3, 2))
    excess = norm(A - V) ** 2 - dist2
    D = V - U
    assert abs(excess - np.trace(D @ H @ dag(D)).real) < 1e-11
    assert excess >= sigma[-1] * norm(D) ** 2 - 1e-11
    assert abs(norm(g - psi @ V) ** 2 - outside2 - norm(A - V) ** 2) < 1e-11


# blind minimization over semi-unitary matrices, without the formula
def unpack(x):
    return gram_schmidt((x[:6] + 1j * x[6:]).reshape(3, 2))


blind = min((minimize(lambda x: norm(A - unpack(x)) ** 2,
                      rng.normal(size=12), method="BFGS")
             for _ in range(4)), key=lambda r: r.fun)
blind_gap = norm(unpack(blind.x) - U)
assert abs(blind.fun - dist2) < 1e-6 and blind_gap < 1e-3
gs2 = norm(A - gram_schmidt(A)) ** 2
assert gs2 > dist2 + 1e-3

# integral form of S^(-1/2), midpoint rule
theta = (np.arange(400) + 0.5) * np.pi / 800
integral = sum(np.linalg.inv(np.sin(x) ** 2 * np.eye(2) + np.cos(x) ** 2 * S)
               for x in theta) / len(theta)
assert norm(integral - root) < 1e-10

# independence of the eigenvector gauge
W0 = orbitals(k0)
mixed = psi @ gram_schmidt(random_complex(3, 3))
assert norm(mixed @ lowdin(dag(mixed) @ g) - W0) < 1e-11


# derivative of the orbitals from perturbation theory and a Sylvester equation
def orbital_derivative(k):
    e, c = np.linalg.eigh(chain_h(k))
    occ, emp = c[:, :3], c[:, 3:]
    m = dag(emp) @ chain_dh(k) @ occ / (e[None, :3] - e[3:, None])
    x = emp @ m @ dag(occ)
    dphi = (x + dag(x)) @ g
    w = orbitals(k)
    hm = dag(w) @ (occ @ dag(occ) @ g)
    hv, z = np.linalg.eigh((hm + dag(hm)) / 2)
    b = dag(z) @ (dag(w) @ dphi - dag(dphi) @ w) @ z
    omega = z @ (b / (hv[:, None] + hv[None, :])) @ dag(z)
    perp = dphi - w @ (dag(w) @ dphi)
    return w @ omega + perp @ np.linalg.inv(hm), dphi


kc = brentq(lambda k: np.linalg.eigvalsh(
    chain_h(k)[np.ix_([0, 1, 3], [0, 1, 3])])[0], 0, np.pi)
step = 1e-4
fd_error = 0.0
for k in (k0, kc, 2.5, -0.7):
    dW, dPhi = orbital_derivative(k)
    fd = (orbitals(k + step) - orbitals(k - step)) / (2 * step)
    fd_error = max(fd_error, norm(fd - dW))
    assert norm(fd) <= norm(dPhi) / sigma_min(k) + 1e-6
assert fd_error < 1e-5
dW0, dPhi0 = orbital_derivative(k0)

# the bound 1/sigma_min is reached by a special change of A
E = 1j * np.outer(left[:, -1], right[-1])
sharp = norm(lowdin(A + 1e-5 * E) - lowdin(A - 1e-5 * E)) / 2e-5
assert abs(sharp - 1 / sigma[-1]) < 1e-6

# crossing inside the band group: A and U jump, W does not
pa, pb = bands(kc - step), bands(kc + step)
Aa, Ab = dag(pa) @ g, dag(pb) @ g
jump_A = norm(abs(Aa) - abs(Ab))
jump_U = norm(abs(lowdin(Aa)) - abs(lowdin(Ab)))
jump_W = norm(orbitals(kc + step) - orbitals(kc - step))
assert jump_A > 0.2 and jump_U > 0.2 and jump_W < 1e-2

# energy window whose band count changes: W jumps although A has full rank
window_top = 2.5
kw = brentq(lambda k: np.linalg.eigvalsh(chain_h(k))[2] - window_top, 0, np.pi)


def window_orbitals(k):
    count = int(np.sum(np.linalg.eigvalsh(chain_h(k)) < window_top))
    return orbitals(k, count), count, sigma_min(k, count)


Wl, nl, sl = window_orbitals(kw - 1e-6)
Wr, nr, sr = window_orbitals(kw + 1e-6)
jump_window = norm(Wl - Wr)
assert nl != nr and min(sl, sr) > 0.1 and jump_window > 0.1

# full zone: gap, rank, and decay of the Wannier functions
nk = 128
grid = 2 * np.pi * np.arange(nk) / nk
levels = np.array([np.linalg.eigvalsh(chain_h(k)) for k in grid])
gap = levels[:, 3].min() - levels[:, 2].max()
smin = min(sigma_min(k) for k in grid)
assert gap > 0 and smin > 0.1
wannier = np.fft.ifft(np.array([orbitals(k) for k in grid]), axis=0)
decay = {r: max(norm(wannier[r]), norm(wannier[-r])) for r in (0, 1, 5, 10)}
assert decay[10] < 1e-3 and decay[5] < decay[1] < decay[0]

# rank loss: two different semi-unitary matrices are equally close
A_low = sigma[0] * np.outer(left[:, 0], right[0])
first = np.outer(left[:, 0], right[0])
last = np.outer(left[:, 1], right[1])
tie = norm(A_low - first - last) - norm(A_low - first + last)
assert abs(tie) < 1e-12 and norm(2 * last) > 1


# ---------- two-band square-lattice model, lower band, trial orbital (1,0)
def lower(kx, ky, m):
    z = m + np.cos(kx) + np.cos(ky)
    off = np.sin(kx) - 1j * np.sin(ky)
    return np.linalg.eigh(np.array([[z, off], [np.conj(off), -z]]))[1][:, 0]


def projected(kx, ky, m):
    u = lower(kx, ky, m)
    phi = u * np.conj(u[0])
    return phi, abs(u[0]) ** 2


def chern_and_min(m, n=24):
    q = 2 * np.pi * np.arange(n) / n
    u = np.array([[lower(x, y, m) for y in q] for x in q])
    ux, uy = np.roll(u, -1, 0), np.roll(u, -1, 1)
    uxy = np.roll(ux, -1, 1)

    def link(a, b):
        return np.sum(a.conj() * b, axis=-1)

    flux = np.angle(link(u, ux) * link(ux, uxy) * link(uxy, uy) * link(uy, u))
    return flux.sum() / (2 * np.pi), np.min(abs(u[:, :, 0]) ** 2)


def gauge(kx, ky, m):
    phi, s = projected(kx, ky, m)
    return phi / np.sqrt(s)


chern_triv, s_triv = chern_and_min(-3.0)
chern_top, s_top = chern_and_min(-1.0)
assert abs(chern_triv) < 1e-8 and s_triv > 0.5
assert abs(abs(chern_top) - 1) < 1e-8 and s_top < 1e-12
angles = np.linspace(0, 2 * np.pi, 201)
phases = np.unwrap([np.angle(gauge(0.1 * np.cos(a), 0.1 * np.sin(a), -1.0)[1])
                    for a in angles])
winding = (phases[-1] - phases[0]) / (2 * np.pi)
assert abs(abs(winding) - 1) < 1e-8
jump_top = norm(gauge(1e-3, 0, -1.0) - gauge(-1e-3, 0, -1.0))
jump_triv = norm(gauge(1e-3, 0, -3.0) - gauge(-1e-3, 0, -3.0))
assert jump_top > 1.99 and jump_triv < 0.01


def show(label, value, unit="dimensionless"):
    print(f"{label}: {value} [{unit}]")


def f(x):
    return f"{x:.6f}"


show("chain: k of worked point", f(k0), "1/a")
show("band energies at this k",
     " ".join(f(x) for x in np.linalg.eigvalsh(chain_h(k0))), "t")
show("S11, S22", f(S[0, 0].real) + " " + f(S[1, 1].real))
show("S12 (real, imag)", f(S[0, 1].real) + " " + f(S[0, 1].imag))
show("S^(-1/2) 11, 22", f(root[0, 0].real) + " " + f(root[1, 1].real))
show("S^(-1/2) 12 (real, imag)", f(root[0, 1].real) + " " + f(root[0, 1].imag))
show("singular values of A", f(sigma[0]) + " " + f(sigma[1]))
show("squared distance |A-U|^2", f(dist2))
show("blind minimum of |A-V|^2", f(blind.fun))
show("|V_blind - U|", f"{blind_gap:.1e}")
show("Gram-Schmidt squared distance", f(gs2))
show("|(1-P)g|^2", f(outside2))
show("|g-W|^2", f(norm(g - W0) ** 2))
show("integral form minus S^(-1/2), norm", f"{norm(integral - root):.1e}")
show("|Phi'| at worked point", f(norm(dPhi0)), "a")
show("|W'| at worked point", f(norm(dW0)), "a")
show("bound |Phi'|/sigma_min", f(norm(dPhi0) / sigma[-1]), "a")
show("largest error of W' against finite differences", f"{fd_error:.1e}", "a")
show("1/sigma_min", f(1 / sigma[-1]))
show("|dU|/|dA| for the extremal change", f(sharp))
show("k of crossing inside the group", f(kc), "1/a")
show("k distance across crossing", f"{2 * step:.1e}", "1/a")
show("change of moduli of A across crossing", f(jump_A))
show("change of moduli of U across crossing", f(jump_U))
show("change of W across crossing", f"{jump_W:.3e}")
show("window top", f(window_top), "t")
show("k where band 3 crosses the window top", f(kw), "1/a")
show("bands in window left, right", f"{nl} {nr}")
show("sigma_min left, right", f(sl) + " " + f(sr))
show("jump of W at window edge", f(jump_window))
show("gap between bands 3 and 4 over the zone", f(gap), "t")
show("smallest sigma_min on the k grid", f(smin))
show("number of k points", nk)
for r, value in decay.items():
    show(f"Wannier weight norm at distance {r} cells", f"{value:.3e}")
show("m=-3: |Chern number|", f"{abs(chern_triv):.3f}")
show("m=-3: smallest S on 24x24 grid", f(s_triv))
show("m=-3: gauge change from kx=-0.001 to 0.001", f"{jump_triv:.3e}")
show("m=-1: |Chern number|", f"{abs(chern_top):.3f}")
show("m=-1: smallest S on 24x24 grid", f"{s_top:.1e}")
show("m=-1: |phase winding| around k=0", f"{abs(winding):.3f}")
show("m=-1: gauge change from kx=-0.001 to 0.001", f(jump_top))
print("success")
```

It prints:

```
chain: k of worked point: 1.000000 [1/a]
band energies at this k: -1.417267 -0.000000 2.469694 6.407270 [t]
S11, S22: 0.405736 0.990670 [dimensionless]
S12 (real, imag): 0.426907 -0.014206 [dimensionless]
S^(-1/2) 11, 22: 2.038897 1.221573 [dimensionless]
S^(-1/2) 12 (real, imag): -0.596514 0.019850 [dimensionless]
singular values of A: 1.102669 0.424885 [dimensionless]
squared distance |A-U|^2: 0.341299 [dimensionless]
blind minimum of |A-V|^2: 0.341299 [dimensionless]
|V_blind - U|: 1.3e-05 [dimensionless]
Gram-Schmidt squared distance: 0.651418 [dimensionless]
|(1-P)g|^2: 0.603594 [dimensionless]
|g-W|^2: 0.944893 [dimensionless]
integral form minus S^(-1/2), norm: 3.1e-15 [dimensionless]
|Phi'| at worked point: 0.208787 [a]
|W'| at worked point: 0.415040 [a]
bound |Phi'|/sigma_min: 0.491396 [a]
largest error of W' against finite differences: 9.4e-10 [a]
1/sigma_min: 2.353580 [dimensionless]
|dU|/|dA| for the extremal change: 2.353580 [dimensionless]
k of crossing inside the group: 1.843077 [1/a]
k distance across crossing: 2.0e-04 [1/a]
change of moduli of A across crossing: 0.674879 [dimensionless]
change of moduli of U across crossing: 0.619806 [dimensionless]
change of W across crossing: 7.955e-05 [dimensionless]
window top: 2.500000 [t]
k where band 3 crosses the window top: 0.947181 [1/a]
bands in window left, right: 2 3 [dimensionless]
sigma_min left, right: 0.387882 0.425865 [dimensionless]
jump of W at window edge: 0.462687 [dimensionless]
gap between bands 3 and 4 over the zone: 3.568879 [t]
smallest sigma_min on the k grid: 0.375849 [dimensionless]
number of k points: 128 [dimensionless]
Wannier weight norm at distance 0 cells: 1.363e+00 [dimensionless]
Wannier weight norm at distance 1 cells: 3.743e-01 [dimensionless]
Wannier weight norm at distance 5 cells: 6.496e-05 [dimensionless]
Wannier weight norm at distance 10 cells: 2.826e-09 [dimensionless]
m=-3: |Chern number|: 0.000 [dimensionless]
m=-3: smallest S on 24x24 grid: 0.922931 [dimensionless]
m=-3: gauge change from kx=-0.001 to 0.001: 1.000e-03 [dimensionless]
m=-1: |Chern number|: 1.000 [dimensionless]
m=-1: smallest S on 24x24 grid: 0.0e+00 [dimensionless]
m=-1: |phase winding| around k=0: 1.000 [dimensionless]
m=-1: gauge change from kx=-0.001 to 0.001: 2.000000 [dimensionless]
success
```
